# The Screened Pair Force in a Simple Metal and Its Friedel Tail: test program

```python
# Result under test: in a simple metal at fixed volume the second-order pair energy
#   phi(R) = Z^2/R + integral d3q/(2 pi)^3 chi(q) v(q)^2 exp(i q.R)
# has the tail C cos(2 kF R)/R^3, with C = kF (v(2kF)/eps(2kF))^2 / (4 pi^3),
# and the radial force -dphi/dR has the tail 2 kF C sin(2 kF R)/R^3.
# Z: valence; v: empty-core pseudopotential of core radius rc; kF: Fermi wave number;
# chi0: Lindhard response; eps: Hartree (RPA) dielectric function; chi = chi0/eps.
# Internal units are Hartree atomic units; printed units are eV and angstrom.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erfc

pi = np.pi
HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
Z = 3
volume_A3 = 16.0
core_A = 0.6
volume = volume_A3 / BOHR**3
rc = core_A / BOHR
density = Z / volume
kF = (3 * pi**2 * density) ** (1 / 3)


def lindhard(x):
    return 0.5 + (1 - x * x) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


def smooth_shape(x):
    # same limits at small and large x as the Lindhard shape, but no singularity
    return 1 / (1 + 3 * x * x)


def dielectric(q, shape=lindhard):
    return 1 + 4 * kF / (pi * q * q) * shape(q / (2 * kF))


def screening_factor(q, shape=lindhard):
    return np.cos(q * rc) ** 2 * (1 - 1 / dielectric(q, shape))


def make_grid(width, q_max=60.0):
    # Gauss-Legendre panels, refined geometrically on both sides of 2 kF
    near = width * 2.0 ** -np.arange(26)
    s = 2 * kF
    left = np.linspace(0, s - width, int(np.ceil(s / width)) + 1)
    right = np.linspace(s + width, q_max, int(np.ceil(q_max / width)) + 1)
    edges = np.concatenate([left, s - near[1:], [s], (s + near)[::-1], right[1:]])
    x, w = np.polynomial.legendre.leggauss(24)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return (mid[:, None] + half[:, None] * x).ravel(), (half[:, None] * w).ravel()


def pair(R, grid, shape=lindhard):
    # pair energy and radial force (positive = repulsive) by direct quadrature
    R = np.atleast_1d(np.asarray(R, float))
    q, w = grid
    F = w * screening_factor(q, shape)
    phi, force = np.empty(len(R)), np.empty(len(R))
    for start in range(0, len(R), 50):
        part = slice(start, start + 50)
        r = R[part]
        phase = np.outer(r, q)
        bracket = 1 - 2 / pi * (np.sin(phase) @ (F / q))
        phi[part] = Z**2 / r * bracket
        force[part] = Z**2 / r**2 * bracket + 2 * Z**2 / (pi * r) * (np.cos(phase) @ F)
    return phi, force


# Lindhard function against the principal-value integral over the Fermi sphere
lindhard_error = 0.0
for ratio in (0.3, 1.1, 1.8, 2.6):
    q = ratio * kF
    if q < 2 * kF:
        integral = quad(lambda z: kF**2 - z**2, -kF, kF, weight="cauchy", wvar=-q / 2)[0]
    else:
        integral = quad(lambda z: (kF**2 - z**2) / (z + q / 2), -kF, kF)[0]
    direct = -integral / (2 * pi**2 * q)
    formula = -kF / pi**2 * lindhard(q / (2 * kF))
    lindhard_error = max(lindhard_error, abs(formula / direct - 1))
assert lindhard_error < 1e-7


def gas_energy(q, u):
    # self-consistent Hartree energy per volume of a 3D gas in 2 u cos(q z):
    # bands along z by diagonalization, free motion across z summed exactly
    nk = 1200
    k = ((np.arange(nk) + 0.5) / nk - 0.5) * q
    weight = q / nk / (2 * pi)
    m = np.arange(-3, 4)
    orders = np.arange(1, 4)
    coulomb = 4 * pi / (orders * q) ** 2
    hartree = np.zeros(3)
    for _ in range(18 if u else 1):
        H = np.zeros((nk, 7, 7))
        H[:, np.arange(7), np.arange(7)] = 0.5 * (k[:, None] + m * q) ** 2
        for j in orders:
            value = hartree[j - 1] + (u if j == 1 else 0.0)
            i = np.arange(7 - j)
            H[:, i, i + j] = value
            H[:, i + j, i] = value
        e, c = np.linalg.eigh(H)
        mu = brentq(lambda x: weight * np.clip(x - e, 0, None).sum() / pi - density,
                    e.min(), 10.0, xtol=1e-14)
        room = np.clip(mu - e, 0, None)
        occ = weight * room / pi
        wave = np.array([np.sum(occ * np.sum(c[:, :-j, :] * c[:, j:, :], axis=1))
                         for j in orders])
        used = hartree.copy()
        hartree = used + 0.7 * (coulomb * wave - used)
    band = np.sum(occ * e) + weight * np.sum(room**2) / (2 * pi)
    return band - 2 * np.sum(used * wave) + np.sum(coulomb * wave**2)


# screened second-order energy against the self-consistent diagonalization
response_ratios = []
for ratio in (1.3, 2.4):
    q, u = ratio * kF, 0.01
    computed = gas_energy(q, u) - gas_energy(q, 0.0)
    predicted = -kF / pi**2 * lindhard(q / (2 * kF)) / dielectric(q) * u**2
    response_ratios.append(computed / predicted)
assert max(abs(r - 1) for r in response_ratios) < 5e-3

# logarithmic slope of the Lindhard shape at x = 1
def mean_slope(s):
    return (lindhard(1 + s) - lindhard(1 - s)) / (2 * s)


slope_change = mean_slope(1e-4) - mean_slope(1e-5)
assert abs(slope_change - 0.5 * np.log(10)) < 1e-4

# Fourier integral of t ln|t|, with a broad Gaussian making it converge
R_test = 40.0
fourier = 2 * quad(lambda t: t * np.log(t) * np.exp(-0.25 * t * t) if t > 0 else 0.0,
                   0, 14, weight="sin", wvar=R_test, limit=400, epsabs=1e-10)[0]
assert abs(fourier / (-pi / R_test**2) - 1) < 1e-2

# pair energy and force on a table; the force is checked by finite differences
grid = make_grid(0.2)
R_table = np.arange(2.0, 140.01, 0.05)
phi_table, force_table = pair(R_table, grid)
phi_of, force_of = CubicSpline(R_table, phi_table), CubicSpline(R_table, force_table)
h = 1e-3
for R in (4.5, 5.5, 8.0):
    ends = pair([R - h, R + h], grid)[0]
    assert abs(-(ends[1] - ends[0]) / (2 * h) - pair(R, grid)[1][0]) < 1e-6

# tail amplitude and its approach to the directly computed energy and force
v_2kF = -4 * pi * Z * np.cos(2 * kF * rc) / (2 * kF) ** 2
eps_2kF = 1 + 2 / (pi * kF) * 0.25
w_2kF = v_2kF / eps_2kF
assert abs(eps_2kF / dielectric(2 * kF * (1 + 1e-9)) - 1) < 1e-6
C = kF * w_2kF**2 / (4 * pi**3)
fine_grid = make_grid(0.05)
starts = np.array([50.0, 100.0, 200.0, 400.0])
energy_dev, force_dev = [], []
for start in starts:
    R = start + np.linspace(0, pi / kF, 24)
    phi, force = pair(R, fine_grid)
    energy_dev.append(np.max(np.abs(phi * R**3 / C - np.cos(2 * kF * R))))
    force_dev.append(np.max(np.abs(force * R**3 / (2 * kF * C) - np.sin(2 * kF * R))))
for dev in (energy_dev, force_dev):
    assert dev[3] < 0.03
    assert dev[2] < 0.65 * dev[1] and dev[3] < 0.65 * dev[2]

# without the singularity the oscillating tail is absent
R = 50.0 + np.linspace(0, pi / kF, 24)
smooth_tail = np.max(np.abs(pair(R, fine_grid, smooth_shape)[0] * R**3)) / C
assert smooth_tail < 1e-3

# minima of the pair energy and their spacing far out
zeros = force_of.roots(extrapolate=False)
minima = zeros[force_of(zeros, 1) < 0]
far_spacing = np.mean(np.diff(minima[-11:]))
assert abs(far_spacing * kF / pi - 1) < 5e-3

# body-centred cubic crystal with one simple-cubic sublattice displaced:
# force from the reciprocal-space energy against the sum of pair forces
a = (2 * volume) ** (1 / 3)
shift = np.array([0.08, 0.03, 0.0])
site = a * (np.array([0.5, 0.5, 0.5]) + shift)


def integer_triples(n):
    line = np.arange(-n, n + 1)
    return np.array(np.meshgrid(line, line, line)).reshape(3, -1).T


triples = integer_triples(12)
G = 2 * pi / a * triples[np.any(triples != 0, axis=1)]
G_len = np.linalg.norm(G, axis=1)
split = 0.5
coefficient = 4 * pi * Z**2 / (G_len**2 * a**3) * (
    np.exp(-G_len**2 / (4 * split**2)) - screening_factor(G_len))
near_lattice = a * integer_triples(4)


def cell_energy(d):
    r = np.linalg.norm(d - near_lattice, axis=1)
    return np.sum(coefficient * np.cos(G @ d)) + Z**2 * np.sum(erfc(split * r) / r)


force_reciprocal = np.array([
    -(cell_energy(site + h * axis) - cell_energy(site - h * axis)) / (2 * h)
    for axis in np.eye(3)])
vectors = site - a * integer_triples(int(140 / a) + 2)
r = np.linalg.norm(vectors, axis=1)
vectors, r = vectors[r < 139.5], r[r < 139.5]
# smooth window: makes the slowly converging oscillating sum settle
window = np.exp(-((r / 70.0) ** 4))
force_pairs = ((force_of(r) * window / r)[:, None] * vectors).sum(axis=0)
lattice_error = np.linalg.norm(force_pairs - force_reciprocal) / np.linalg.norm(force_reciprocal)
assert lattice_error < 1e-2

to_force = HARTREE / BOHR
print(f"valence Z = {Z}")
print(f"volume per ion = {volume_A3:.1f} angstrom^3")
print(f"core radius = {core_A:.2f} angstrom")
print(f"kF = {kF / BOHR:.4f} 1/angstrom")
print(f"2kF = {2 * kF / BOHR:.4f} 1/angstrom")
print(f"Fermi energy = {kF**2 / 2 * HARTREE:.3f} eV")
print(f"Friedel wavelength pi/kF = {pi / kF * BOHR:.4f} angstrom")
print(f"cos(2kF rc) = {np.cos(2 * kF * rc):.4f}")
print(f"eps(2kF) = {eps_2kF:.4f}")
print(f"bare v(2kF) = {v_2kF * HARTREE * BOHR**3:.3f} eV angstrom^3")
print(f"screened v/eps at 2kF = {w_2kF * HARTREE * BOHR**3:.3f} eV angstrom^3")
print(f"C = {C * HARTREE * BOHR**3:.4f} eV angstrom^3")
print(f"C = {C:.5f} hartree bohr^3")
print(f"force amplitude 2kF C = {2 * kF * C * HARTREE * BOHR**2:.4f} eV angstrom^2")
print("R (angstrom), phi (eV), tail of phi (eV)")
table_A = np.array([2.5, 3.0, 4.0, 5.0, 6.0, 8.0, 10.0, 15.0, 20.0])
for R_A in table_A:
    R = R_A / BOHR
    print(f"{R_A:5.1f} {phi_of(R) * HARTREE:12.4e} "
          f"{C * np.cos(2 * kF * R) / R**3 * HARTREE:12.4e}")
print("R (angstrom), force (eV/angstrom), tail of force (eV/angstrom)")
for R_A in table_A:
    R = R_A / BOHR
    print(f"{R_A:5.1f} {force_of(R) * to_force:12.4e} "
          f"{2 * kF * C * np.sin(2 * kF * R) / R**3 * to_force:12.4e}")
print("minima of phi: R (angstrom), phi (eV)")
for R in minima[:4]:
    print(f"{R * BOHR:8.4f} {phi_of(R) * HARTREE:12.4e}")
print(f"mean spacing of far minima = {far_spacing * BOHR:.4f} angstrom")
print("window start (angstrom), largest error / amplitude: phi, force")
for start, de, df in zip(starts, energy_dev, force_dev):
    print(f"{start * BOHR:8.2f} {de:.4f} {df:.4f}")
print(f"smooth response: largest |phi| R^3 / C = {smooth_tail:.1e}")
print(f"Lindhard: largest relative error = {lindhard_error:.1e}")
print(f"energy ratio SCF/formula, q=1.3kF, 2.4kF = "
      f"{response_ratios[0]:.5f}, {response_ratios[1]:.5f}")
print(f"bcc cube edge = {a * BOHR:.4f} angstrom")
print(f"sublattice shift / edge = {shift[0]:.2f}, {shift[1]:.2f}, {shift[2]:.2f}")
fr, fp = force_reciprocal * to_force, force_pairs * to_force
print(f"force x,y from energy = {fr[0]:.5f}, {fr[1]:.5f} eV/angstrom")
print(f"force x,y from pairs = {fp[0]:.5f}, {fp[1]:.5f} eV/angstrom")
print(f"relative difference of the forces = {lattice_error:.1e}")
print("verified")
```

Output:

```
valence Z = 3
volume per ion = 16.0 angstrom^3
core radius = 0.60 angstrom
kF = 1.7707 1/angstrom
2kF = 3.5414 1/angstrom
Fermi energy = 11.946 eV
Friedel wavelength pi/kF = 1.7742 angstrom
cos(2kF rc) = -0.5261
eps(2kF) = 1.1699
bare v(2kF) = 22.773 eV angstrom^3
screened v/eps at 2kF = 19.467 eV angstrom^3
C = 0.7100 eV angstrom^3
C = 0.17608 hartree bohr^3
force amplitude 2kF C = 2.5143 eV angstrom^2
R (angstrom), phi (eV), tail of phi (eV)
  2.5   8.6199e-01  -3.8222e-02
  3.0   2.7999e-01  -9.5453e-03
  4.0   1.4052e-02  -3.1385e-04
  5.0   7.9343e-03   2.3578e-03
  6.0  -3.5753e-03  -2.4208e-03
  8.0  -1.4225e-03  -1.3845e-03
 10.0  -3.2326e-04  -4.6530e-04
 15.0  -2.1552e-04  -2.0179e-04
 20.0  -2.5438e-05  -1.2514e-05
R (angstrom), force (eV/angstrom), tail of force (eV/angstrom)
  2.5   2.3586e+00   8.7021e-02
  3.0   5.1272e-01  -8.6772e-02
  4.0   9.7326e-02   3.9271e-02
  5.0  -6.9871e-03  -1.8300e-02
  6.0   2.7109e-03   7.8744e-03
  8.0  -2.6257e-03  -2.7776e-04
 10.0  -2.5153e-03  -1.8991e-03
 15.0   3.0463e-05   2.1060e-04
 20.0   3.0200e-04   3.1115e-04
minima of phi: R (angstrom), phi (eV)
  4.3773  -2.2731e-03
  6.0551  -3.6494e-03
  7.8555  -1.6202e-03
  9.6521  -8.4436e-04
mean spacing of far minima = 1.7747 angstrom
window start (angstrom), largest error / amplitude: phi, force
   26.46 0.1093 0.1432
   52.92 0.0569 0.0734
  105.84 0.0298 0.0377
  211.67 0.0154 0.0194
smooth response: largest |phi| R^3 / C = 6.8e-07
Lindhard: largest relative error = 4.4e-16
energy ratio SCF/formula, q=1.3kF, 2.4kF = 0.99996, 0.99997
bcc cube edge = 3.1748 angstrom
sublattice shift / edge = 0.08, 0.03, 0.00
force x,y from energy = -1.55348, -0.69663 eV/angstrom
force x,y from pairs = -1.55241, -0.69625 eV/angstrom
relative difference of the forces = 6.7e-04
verified
```
